# Spin injection through a selective barrier and the conductivity mismatch: verification in Python

```python
"""
Result under test: current polarization injected from a ferromagnet F into
a nonmagnet N through an interface that flips no spins,
    P = (beta*r_F + gamma*r_b) / (r_F + r_N + r_b).
Symbols:
  channel resistivities in F : 2*rho_F*(1 -+ beta)   (up, down)
  channel resistivities in N : 2*rho_N               (both)
  interface channels         : 2*r_b*(1 -+ gamma)    (resistance times area)
  r_F = rho_F*l_F, r_N = rho_N*l_N, with l the spin diffusion length.
  splitting = V_up - V_down, electrochemical potentials in volts.
Independent road: Kirchhoff's equations of a two-channel resistor ladder
whose shunts between the channels represent spin flips.
"""
import numpy as np
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.constants import k as k_B, e as e_charge


def formula(beta, gamma, r_F, r_N, r_b):
    return (beta * r_F + gamma * r_b) / (r_F + r_N + r_b)


def ladder(rho_F, l_F, beta, rho_N, l_N, r_b, gamma, h=0.01, span=15):
    """Solve the ladder for unit total current density.

    Cells have length h*l; each side is span*l long and ends in a reservoir
    with equal potentials. Unknown: polarization q of each series segment,
    with channel currents (1+q)/2 and (1-q)/2.
    Returns q, index of the interface segment, splittings on its two sides.
    """
    n = int(round(span / h))
    up = np.concatenate([np.full(n, 2 * rho_F * (1 - beta) * h * l_F),
                         [2 * r_b * (1 - gamma)],
                         np.full(n, 2 * rho_N * h * l_N)])
    down = np.concatenate([np.full(n, 2 * rho_F * (1 + beta) * h * l_F),
                           [2 * r_b * (1 + gamma)],
                           np.full(n, 2 * rho_N * h * l_N)])
    # spin-flip conductance per volume from 1/l^2 = (rho_up + rho_down)*G
    G_F = 1 / (4 * rho_F * l_F**2)
    G_N = 1 / (4 * rho_N * l_N**2)
    shunt = np.concatenate([np.full(n, G_F * h * l_F),
                            np.full(n, G_N * h * l_N)])
    shunt[n - 1] /= 2   # the nodes at the interface own half a cell
    shunt[n] /= 2
    shunt_res = 1 / shunt
    diagonal = up + down
    diagonal[:-1] += shunt_res
    diagonal[1:] += shunt_res
    bands = np.zeros((2, 2 * n + 1))
    bands[0, 1:] = -shunt_res
    bands[1] = diagonal
    q = solveh_banded(bands, down - up)
    # difference of the channel voltage drops along each segment
    drop = (up * (1 + q) - down * (1 - q)) / 2
    return q, n, -np.sum(drop[:n]), np.sum(drop[n + 1:])


def close(a, b, rel=2e-4):
    # discretization error is of order h^2 = 1e-4
    return abs(a - b) <= rel * abs(b)


# ---- general tests with random parameters, either sign of beta and gamma
rng = np.random.default_rng(4)
worst = 0.0
for trial in range(30):
    rho_f, l_f, rho_n, l_n = 10 ** rng.uniform(-1, 1, 4)
    rb = 10 ** rng.uniform(-2, 2)
    b, g = rng.uniform(-0.9, 0.9, 2)
    q, i, split_F, split_N = ladder(rho_f, l_f, b, rho_n, l_n, rb, g)
    P = formula(b, g, rho_f * l_f, rho_n * l_n, rb)
    worst = max(worst, abs(q[i] - P))
    assert abs(split_F - 2 * rho_f * l_f * (b - P)) < 2e-4 * rho_f * l_f
    assert abs(split_N - 2 * rho_n * l_n * P) < 2e-4 * rho_n * l_n
assert worst < 1e-4

# ---- a barrier helps only if gamma exceeds the barrier-free polarization
P_bare = ladder(1, 1, 0.6, 1, 1, 0, 0)
P_bare = P_bare[0][P_bare[1]]
assert abs(P_bare - 0.3) < 1e-4
for g, sign in [(0.35, 1), (0.25, -1)]:
    previous = P_bare
    for rb in (0.5, 2.0, 8.0):
        q, i, _, _ = ladder(1, 1, 0.6, 1, 1, rb, g)
        assert sign * (q[i] - previous) > 1e-3
        previous = q[i]

# ---- worked example, SI units
rho_F, l_F, beta = 1e-7, 10e-9, 0.5
rho_N, l_N, gamma = 1e-4, 1e-6, 0.6
rho_M, l_M = 2e-8, 500e-9
J, T = 1e7, 300.0
r_F, r_N, r_M = rho_F * l_F, rho_N * l_N, rho_M * l_M

print("INPUTS")
print(f"rho_F = {rho_F:.1e} ohm m, l_F = {l_F*1e9:.0f} nm, beta = {beta}")
print(f"rho_N = {rho_N:.1e} ohm m, l_N = {l_N*1e6:.0f} um, gamma = {gamma}")
print(f"metallic N: rho = {rho_M:.1e} ohm m, l = {l_M*1e9:.0f} nm")
print(f"J = {J:.1e} A/m^2, T = {T:.0f} K")
print("SPIN RESISTANCES")
print(f"r_F = {r_F:.3e} ohm m^2")
print(f"r_N = {r_N:.3e} ohm m^2 (semiconductor-like)")
print(f"r_N = {r_M:.3e} ohm m^2 (metallic)")
print(f"r_N/r_F = {r_N/r_F:.3e} (semiconductor-like), {r_M/r_F:.2f} (metallic)")
print(f"measured resistivity of F = {rho_F*(1-beta**2):.3e} ohm m")

print("NO BARRIER")
q, i, _, _ = ladder(rho_F, l_F, beta, rho_M, l_M, 0, 0)
P_metal = formula(beta, 0, r_F, r_M, 0)
assert close(q[i], P_metal)
print(f"P, metallic N: formula {P_metal:.5f}, ladder {q[i]:.5f}")
q, i, split_F0, split_N0 = ladder(rho_F, l_F, beta, rho_N, l_N, 0, 0)
P0 = formula(beta, 0, r_F, r_N, 0)
assert close(q[i], P0)
assert close(split_F0, 2 * r_F * (beta - P0))
assert close(split_N0, 2 * r_N * P0)
print(f"P0, semiconductor-like N: formula {P0:.4e}, ladder {q[i]:.4e}")
print(f"splitting at the interface = {split_N0*J*1e9:.3f} nV")

print("SELECTIVE BARRIER, semiconductor-like N")
for ratio in (0.01, 0.1, 1, 10, 100):
    rb = ratio * r_N
    q, i, _, _ = ladder(rho_F, l_F, beta, rho_N, l_N, rb, gamma)
    P = formula(beta, gamma, r_F, r_N, rb)
    assert close(q[i], P)
    print(f"r_b = {rb:.1e} ohm m^2: P formula {P:.5f}, ladder {q[i]:.5f}")

print("UNSELECTIVE BARRIER (gamma = 0), r_b = r_N")
q, i, _, _ = ladder(rho_F, l_F, beta, rho_N, l_N, r_N, 0)
P_unsel = formula(beta, 0, r_F, r_N, r_N)
assert close(q[i], P_unsel) and q[i] < P0
print(f"P: formula {P_unsel:.4e}, ladder {q[i]:.4e}")

print("BARRIER NEEDED FOR A TARGET")
target = 0.5
rb_need = (target * (r_F + r_N) - beta * r_F) / (gamma - target)
q, i, _, _ = ladder(rho_F, l_F, beta, rho_N, l_N, rb_need, gamma)
assert close(q[i], target)
print(f"P = {target} needs r_b = {rb_need:.3e} ohm m^2; ladder P {q[i]:.5f}")

print("HALF-METAL WITHOUT BARRIER, same measured resistivity and l_F")
rho_meas = rho_F * (1 - beta**2)


def excess(log_delta):
    delta = 10.0 ** log_delta          # delta = 1 - beta
    r = rho_meas * l_F / (delta * (2 - delta))
    return formula(1 - delta, 0, r, r_N, 0) - target


delta = 10.0 ** brentq(excess, -9, -1, xtol=1e-13)
rho_half = rho_meas / (delta * (2 - delta))
q, i, _, _ = ladder(rho_half, l_F, 1 - delta, rho_N, l_N, 0, 0)
assert close(q[i], target)
print(f"P = {target} needs 1 - beta = {delta:.3e}; ladder P {q[i]:.5f}")

print("VOLTAGES AND PROFILE AT r_b = r_N, gamma = 0.6")
q, i, split_F, split_N = ladder(rho_F, l_F, beta, rho_N, l_N, r_N, gamma)
P = formula(beta, gamma, r_F, r_N, r_N)
assert close(split_F, 2 * r_F * (beta - P))
assert close(split_N, 2 * r_N * P)
drop_up = 2 * r_N * (1 - gamma) * (1 + q[i]) / 2
drop_down = 2 * r_N * (1 + gamma) * (1 - q[i]) / 2
# the barrier, not F, supplies the splitting found in N
assert close(drop_down - drop_up, split_N)
assert split_F < 1e-4 * split_N
print(f"splitting on the F side = {split_F*J*1e9:.3f} nV")
print(f"splitting on the N side = {split_N*J*1e3:.4f} mV")
print(f"barrier drop, up channel = {drop_up*J*1e3:.4f} mV")
print(f"barrier drop, down channel = {drop_down*J*1e3:.4f} mV")
kT = k_B * T / e_charge
print(f"field drop in N over l_N = {rho_N*J*l_N*1e3:.3f} mV")
print(f"kT/e = {kT*1e3:.2f} mV")
assert split_N * J < 0.1 * kT and rho_N * J * l_N < 0.1 * kT

# decay lengths measured on the ladder between 1 and 3 diffusion lengths
h = 0.01
decay_N = 200 * h * l_N / np.log(q[i + 101] / q[i + 301])
decay_F = 200 * h * l_F / np.log((beta - q[i - 101]) / (beta - q[i - 301]))
assert close(decay_N, l_N) and close(decay_F, l_F)
print(f"decay length from ladder: N {decay_N*1e6:.4f} um, F {decay_F*1e9:.3f} nm")
at_l = 0.5 * (q[i + 100] + q[i + 101])   # segment midpoints straddle x = l_N
assert close(at_l, P * np.exp(-1))
print(f"polarization in N at x = l_N: {at_l:.4f}")
print(f"largest |ladder - formula| in 30 random cases = {worst:.1e}")
print("all tests passed")
```

Printed output:

```
INPUTS
rho_F = 1.0e-07 ohm m, l_F = 10 nm, beta = 0.5
rho_N = 1.0e-04 ohm m, l_N = 1 um, gamma = 0.6
metallic N: rho = 2.0e-08 ohm m, l = 500 nm
J = 1.0e+07 A/m^2, T = 300 K
SPIN RESISTANCES
r_F = 1.000e-15 ohm m^2
r_N = 1.000e-10 ohm m^2 (semiconductor-like)
r_N = 1.000e-14 ohm m^2 (metallic)
r_N/r_F = 1.000e+05 (semiconductor-like), 10.00 (metallic)
measured resistivity of F = 7.500e-08 ohm m
NO BARRIER
P, metallic N: formula 0.04545, ladder 0.04545
P0, semiconductor-like N: formula 5.0000e-06, ladder 5.0000e-06
splitting at the interface = 10.000 nV
SELECTIVE BARRIER, semiconductor-like N
r_b = 1.0e-12 ohm m^2: P formula 0.00595, ladder 0.00595
r_b = 1.0e-11 ohm m^2: P formula 0.05455, ladder 0.05455
r_b = 1.0e-10 ohm m^2: P formula 0.30000, ladder 0.30000
r_b = 1.0e-09 ohm m^2: P formula 0.54545, ladder 0.54546
r_b = 1.0e-08 ohm m^2: P formula 0.59406, ladder 0.59406
UNSELECTIVE BARRIER (gamma = 0), r_b = r_N
P: formula 2.5000e-06, ladder 2.5000e-06
BARRIER NEEDED FOR A TARGET
P = 0.5 needs r_b = 5.000e-10 ohm m^2; ladder P 0.50000
HALF-METAL WITHOUT BARRIER, same measured resistivity and l_F
P = 0.5 needs 1 - beta = 3.750e-06; ladder P 0.50000
VOLTAGES AND PROFILE AT r_b = r_N, gamma = 0.6
splitting on the F side = 4.000 nV
splitting on the N side = 0.6000 mV
barrier drop, up channel = 0.5200 mV
barrier drop, down channel = 1.1200 mV
field drop in N over l_N = 1.000 mV
kT/e = 25.85 mV
decay length from ladder: N 1.0000 um, F 10.000 nm
polarization in N at x = l_N: 0.1104
largest |ladder - formula| in 30 random cases = 2.3e-06
all tests passed
```
